\section*{Wilson's Chain for a Flat Band: Closed-Form Hoppings and Numerical Errors}

\section{How many sites, and how many digits?}

A numerical renormalization-group calculation for a quantum dot at 50 mK needs a bath chain that reaches down to that temperature. Two choices must be made first: the length of the chain, and the arithmetic used to generate it. They are linked. For the example below, with $\Lambda=2$, the hoppings fall below $k_BT$ at $n=22$, whereas the plain Lanczos recursion in double precision has already failed at $n=15$. A closed formula for the hoppings sets the scale for the first choice and measures the errors of the second.

\section{From the band to a star}

Let a dot level $\epsilon_d$ couple to a band $|\epsilon|<D$, with the Fermi level at zero. The spin index is suppressed. With $\{c_\epsilon,c^\dagger_{\epsilon'}\}=\delta(\epsilon-\epsilon')$,
\begin{equation}
H=\epsilon_d d^\dagger d+\int_{-D}^{D}\!\epsilon\,c_\epsilon^\dagger c_\epsilon\,d\epsilon
+\sqrt{\frac{\Gamma}{\pi}}\int_{-D}^{D}\!(d^\dagger c_\epsilon+c_\epsilon^\dagger d)\,d\epsilon .
\end{equation}
The constant $\Gamma=\pi\rho V^2$ is the half-width of the dot level. An interaction on the dot would not change the bath construction. The dot couples to the single normalized orbital
\begin{equation}
f_0=\frac{1}{\sqrt{2D}}\int_{-D}^{D}c_\epsilon\,d\epsilon,\qquad
V_0^2=\int_{-D}^{D}\frac{\Gamma}{\pi}\,d\epsilon=\frac{2\Gamma D}{\pi}.
\end{equation}

Put $q=1/\Lambda$ with $\Lambda>1$, and cut the band at $\pm Dq^k$, $k=0,1,\dots$. In each interval keep only the uniform combination of the $c_\epsilon$. The other modes of the interval do not couple to the dot directly; they couple to the uniform mode because $\epsilon$ varies across the interval. Dropping them is the discretization approximation. The kept levels have the mean energy of their interval, and their weights in $f_0$ are the interval widths divided by $2D$:
\begin{equation}
\epsilon_k^\pm=\pm\epsilon_0q^k,\quad \epsilon_0=\frac{D(1+q)}2,\qquad
w_k=\frac{(1-q)q^k}{2}.
\end{equation}
The weights of both signs add up to one.

\section{Derivation of the hoppings}

\subsection{Lanczos vectors as polynomials}

Let $x=\epsilon/\epsilon_0$, so that the levels lie at $\pm q^k$, and define
\begin{equation}
\langle F\rangle=\frac{1-q}{2}\sum_{k\ge0}q^k\,[F(q^k)+F(-q^k)].
\end{equation}
Lanczos tridiagonalization orthogonalizes $f_0,Hf_0,H^2f_0,\dots$ with the bath Hamiltonian. The amplitude of $f_n$ on a level of weight $w$ at $x$ is therefore $\sqrt w\,\hat p_n(x)$, where $\hat p_n=p_n/\sqrt{h_n}$, $h_n=\langle p_n^2\rangle$, and the $p_n$ are the monic orthogonal polynomials.

The difference $xp_n-p_{n+1}$ has degree at most $n$. It is orthogonal to $p_j$ for $j<n-1$, because $xp_j$ then has degree below $n$. It has no $p_n$ term, because the measure is even and $p_n$ has the parity of $n$. Hence
\begin{equation}
xp_n=p_{n+1}+b_n^2p_{n-1},\qquad b_n^2=\frac{h_n}{h_{n-1}} .
\label{rec}
\end{equation}
The value of $b_n^2$ follows on averaging with $p_{n-1}$, since $\langle xp_{n-1}p_n\rangle=h_n$. Normalized, the recursion reads $x\hat p_n=b_{n+1}\hat p_{n+1}+b_n\hat p_{n-1}$. The chain thus has zero site energies, and the hopping between sites $n$ and $n+1$ is $t_n=\epsilon_0b_{n+1}$.

\subsection{A symmetric difference operator}

Define
\begin{equation}
\delta f(x)=\frac{f(x)-f(qx)}{(1-q)x}.
\end{equation}
The factors $q^k$ cancel in its average, and the sum telescopes:
\begin{align}
\langle\delta F\rangle&=\frac12\sum_{k\ge0}\bigl\{[F(q^k)-F(q^{k+1})]-[F(-q^k)-F(-q^{k+1})]\bigr\}\nonumber\\
&=\tfrac12[F(1)-F(-1)].
\end{align}
Adding and subtracting $G(qx)g(x)$ gives the product rule
\begin{equation}
\delta(Gg)(x)=g(x)\,\delta G(x)+G(qx)\,\delta g(x).
\end{equation}
Now take $G(x)=(1-x^2)(\delta f)(x/q)$ and $Lf=\delta G$. Since $G(\pm1)=0$, we have $\langle\delta(Gg)\rangle=0$. With $G(qx)=(1-q^2x^2)\delta f(x)$ this becomes
\begin{equation}
\langle g\,Lf\rangle=-\langle(1-q^2x^2)\,\delta f\,\delta g\rangle .
\end{equation}
The right side is unchanged when $f$ and $g$ are exchanged, so $L$ is symmetric.

With $[n]=(1-q^n)/(1-q)$, $\delta x^n=[n]x^{n-1}$. Therefore $G=[n]q^{1-n}(x^{n-1}-x^{n+1})$ for $f=x^n$, and
\begin{equation}
Lx^n=-\lambda_nx^n+q^{1-n}[n][n-1]x^{n-2},\quad \lambda_n=q^{1-n}[n][n+1].
\end{equation}
The $\lambda_n$ increase with $n$, so there is one monic eigenpolynomial of each degree. Symmetry makes eigenpolynomials with different eigenvalues orthogonal. Monic orthogonal polynomials are unique, so these are the $p_n$.

\subsection{The recurrence coefficient}

Write $p_n=x^n-c_nx^{n-2}+\cdots$. The coefficient of $x^{n-2}$ in $Lp_n=-\lambda_np_n$ gives
\begin{equation}
q^{1-n}[n][n-1]+c_n\lambda_{n-2}=c_n\lambda_n .
\end{equation}
The eigenvalue difference is $q^{1-n}/(1-q)^2$ times
\begin{align}
&(1-q^n)(1-q^{n+1})-q^2(1-q^{n-2})(1-q^{n-1})\nonumber\\
&\quad=1-q^2+q^{2n+1}-q^{2n-1}=(1-q^2)(1-q^{2n-1}),
\end{align}
where the terms $q^n$ and $q^{n+1}$ have cancelled. Consequently
\begin{equation}
c_n=\frac{(1-q^n)(1-q^{n-1})}{(1-q^2)(1-q^{2n-1})}.
\end{equation}
The coefficient of $x^{n-1}$ in (\ref{rec}) is $-c_n=-c_{n+1}+b_n^2$. Thus
\begin{align}
b_n^2&=\frac{1-q^n}{1-q^2}\left[\frac{1-q^{n+1}}{1-q^{2n+1}}-\frac{1-q^{n-1}}{1-q^{2n-1}}\right]\nonumber\\
&=\frac{q^{n-1}(1-q^n)^2}{(1-q^{2n-1})(1-q^{2n+1})}.
\end{align}
For the last step, the numerator over the common denominator is
\begin{align}
&(1-q^{n+1})(1-q^{2n-1})-(1-q^{n-1})(1-q^{2n+1})\nonumber\\
&\quad=q^{n-1}-q^{n+1}-q^{2n-1}+q^{2n+1}=q^{n-1}(1-q^2)(1-q^n).
\end{align}
Replacing $n$ by $n+1$ and multiplying the root by $\epsilon_0$ gives Wilson's formula,
\begin{equation}
t_n=\frac{D(1+q)}2\,q^{n/2}\,
\frac{1-q^{n+1}}{\sqrt{(1-q^{2n+1})(1-q^{2n+3})}} .
\label{wilson}
\end{equation}
It holds for the infinite star with a flat band and cuts at $\pm Dq^k$. If all level energies are multiplied by one factor, only the prefactor changes.

\section{Two limits}

Let $r_n=t_n\Lambda^{n/2}/\epsilon_0$ and $s=q^{n+1}$. Then
\begin{equation}
r_n=\frac{1-s}{\sqrt{(1-s^2/q)(1-s^2q)}}=1-s+O(s^2).
\end{equation}
At fixed $\Lambda$ the hoppings therefore decay as $\Lambda^{-n/2}$, with relative deficit $q^{n+1}$ to leading order. The approach is from below. The squared denominator minus the squared numerator is $s[2-(1+q+1/q)s+s^3]$. The bracket decreases with $s$ on $(0,1)$, since $1+q+1/q>3$, and at the largest value $s=q$ it equals $(1-q)(1-q^2)>0$.

If instead $\Lambda\to1$ at fixed $n$, then $1-q^m\to m(1-q)$ and
\begin{equation}
t_n\to D\,\frac{n+1}{\sqrt{(2n+1)(2n+3)}},
\end{equation}
which tends to $D/2$ at large $n$. A continuous flat band gives a chain without decay. A linear mesh of 4000 equal cells confirms this: it gives $t_{19}/D=0.500150$, against 0.500156 from the limit. The exponential decay comes from the logarithmic mesh, which devotes a fixed number of levels to each factor of $\Lambda$ in energy.

\section{Error analysis}

\subsection{A finite number of intervals}

Keeping $K$ intervals per sign removes levels of total weight $q^K$ near $x=0$. Since $h_n$ is the minimum of $\langle p^2\rangle$ over monic $p$ of degree $n$, the change of $p_n$ itself enters only at second order. To first order, and for $q^K$ small on the scale where $\hat p_n$ varies, $\delta\ln h_n=-q^K\hat p_n(0)^2$. With $t_n^2\propto h_{n+1}/h_n$,
\begin{equation}
\delta\ln t_n=-\frac{q^K}{2}\left[\hat p_{n+1}(0)^2-\hat p_n(0)^2\right].
\label{trunc}
\end{equation}
Odd polynomials vanish at zero. For even ones the recursion gives $\hat p_{n+1}(0)^2=(b_n/b_{n+1})^2\hat p_{n-1}(0)^2$, a growth by about $\Lambda$ every two sites. The error thus scales as $q^{K-n/2}$: two chain sites use up one interval per sign.

For $\Lambda=2$ and $K=30$, the errors of $\ln t_{10}$ and $\ln t_{11}$ are $1.10657\times10^{-8}$ and $-2.21207\times10^{-8}$, equal to (\ref{trunc}) in all digits shown. The second value gives $\hat p_{12}(0)^2=2^{31}\times2.21207\times10^{-8}=47.5$. Continuing to site 40 multiplies this by about $2^{14}$. For $K=140$ the predicted relative error of $t_{39}$ then has the magnitude
\begin{equation}
2^{-141}\times47.5\times2^{14}\approx2.8\times10^{-37}.
\end{equation}
A 170-digit Lanczos run with $K=140$ differs from (\ref{wilson}) by at most $2.79\times10^{-37}$, relative to the formula, over 40 hoppings. What remains is the truncation of the star.

\subsection{Rounding in the three-term recursion}

Let $u_n$ be the component of the $n$th Lanczos vector on the top level, $x=1$. It obeys
\begin{equation}
b_{n+1}u_{n+1}=u_n-b_nu_{n-1}.
\end{equation}
As the $b_n$ become small, one solution decays, $u_n\approx b_nu_{n-1}$, and the other grows, $u_{n+1}\approx u_n/b_{n+1}$. The exact component must decay, because the squared overlaps of one level with orthonormal vectors sum to at most one. Rounding admixes the growing solution, which is amplified by
\begin{equation}
\prod_{j=0}^{n}\frac{\epsilon_0}{t_j}\sim\Lambda^{n(n+1)/4}.
\end{equation}
With $p$ bits, breakdown is expected near the first $n$ at which this product reaches $2^p$. To leading order $n\approx2\sqrt{p/\log_2\Lambda}$, so doubling the number of digits lengthens the usable chain by a factor of only about $\sqrt2$. The estimate ignores prefactors of order one, and the observed index can shift by one with the details of the rounding, such as how the sums are accumulated or how many intervals are kept. For $\Lambda=2$ and $K=60$:

\begin{center}
\begin{tabular}{ccc}
bits & first error above 1\% & estimate\\
53 & $n=15$ & $n=14$\\
106 & $n=20$ & $n=20$\\
212 & $n=29$ & $n=29$
\end{tabular}
\end{center}

The failure is not gradual. At $n=20$ this 53-bit run returns 481 times the correct hopping, which for $D=10$ meV is 3.5 meV in place of 0.0073 meV. The precise factor varies with the rounding; with $K=80$ it lies between about 450 and 510. For 40 hoppings the product amounts to 117.7 decimal digits. This is the loss in the top-level component of the Lanczos vector, where 170 digits leave about 52. The hoppings keep about twice as many, because they follow from the norm of the vector. There the error enters either squared or multiplied by the exact component, which is about as small as the amplification is large.

\subsection{Errors in the weights and reorthogonalization}

Suppose each weight has a relative error of at most $\eta$. By the same minimum property, $|\delta\ln h_n|\le\eta\langle\hat p_n^2\rangle=\eta$ to first order, and hence $|\delta\ln t_n|\le\eta$. Errors in the weights are not amplified; the loss arises in the recursion. The remedy is to orthogonalize each new vector against all earlier ones, which removes the growing component before it is amplified again. With two such sweeps per step, double precision and $K=80$, all 40 hoppings agree with (\ref{wilson}) to a relative $7\times10^{-16}$. For $\Lambda=2$ the level energies $3D/2^{k+2}$, in units of $D$, are exact in binary arithmetic, so this run does not test the effect of rounding them. High precision is thus one remedy and full reorthogonalization another.

\subsection{The discretization itself}

Formula (\ref{wilson}) is exact for the star, but the star is not the band. Consider meshes with cuts at $\pm Dq^{k+z}$, averaged over $0\le z<1$. With $u=k+z$, the levels $\epsilon_0\Lambda^{-u}$ carry weight $(1-q)\Lambda^{-u}/2$ per unit $u$, and $|d\epsilon|=\epsilon_0\Lambda^{-u}\ln\Lambda\,du$. For $|\epsilon|<\epsilon_0$ the mean weight per energy, relative to the flat value $1/(2D)$, is
\begin{equation}
\frac{2(1-q)}{(1+q)\ln\Lambda}=\frac1{A_\Lambda},\qquad
A_\Lambda=\frac{\ln\Lambda}{2}\,\frac{1+q}{1-q}.
\end{equation}
The partial interval next to the band edge contributes only above $\epsilon_0$. For $\Lambda=2$, $A_\Lambda=1.0397$: the star underestimates the low-energy hybridization by 3.8\%. Multiplying $V_0^2$ by $A_\Lambda$ compensates for this. As $\Lambda\to1$, $A_\Lambda\to1+(\ln\Lambda)^2/12$.

\section{A gate-defined GaAs dot}

Take $\Lambda=2$, $D=10$ meV, $\Gamma=0.3$ meV, $\epsilon_d=-0.75$ meV and $T=50$ mK. Then $\epsilon_0=7.5$ meV and the hoppings are as follows.

\begin{center}
\begin{tabular}{rll}
$n$ & $t_n$ (meV) & $r_n$\\
0 & 5.669 & 0.7559\\
1 & 4.320 & 0.8146\\
2 & 3.347 & 0.8925\\
5 & 1.306 & 0.9847\\
10 & 0.2343 & 0.9995\\
20 & 0.007324 & 1.0000
\end{tabular}
\end{center}

The asymptotic law is accurate to 2\% from $n=5$ on. With $k_BT=0.00431$ meV, the thermal site follows from
\begin{equation}
n_T\approx2\log_2\frac{7.5}{0.00431}=21.5,
\end{equation}
so $n=22$ is the first hopping below $k_BT$. This fixes the scale of the chain length. How many sites an observable needs must be found by varying the length. The occupation computed below, for example, no longer changes in the first six decimals beyond 22 hoppings.

The noninteracting dot provides a check of the bath, because its occupation is known in the continuum. The real part of the hybridization function is
\begin{equation}
R(\omega)=\frac{\Gamma}{\pi}\,\mathrm{P}\!\!\int_{-D}^{D}\frac{d\epsilon}{\omega-\epsilon}
=\frac\Gamma\pi\ln\frac{D+\omega}{D-\omega},
\end{equation}
and, with the Fermi function $f$, the occupation per spin is
\begin{equation}
n_d=\int_{-D}^{D}\frac{(\Gamma/\pi)\,f(\omega)}{[\omega-\epsilon_d-R(\omega)]^2+\Gamma^2}\,d\omega .
\end{equation}
States split off outside the band are negligible here: they need a logarithm of about $\pi D/\Gamma\approx100$, and so lie exponentially close to the edge with exponentially small dot weight.

The integral gives $n_d=0.8856$. The chain with 40 hoppings and $V_0=1.382$ meV gives 0.8892. With $V_0=1.409$ meV, which includes $A_\Lambda$, it gives 0.8851. The error falls from 0.0036 to 0.0005 in magnitude. The first error has the expected size. In the wide-band limit at zero temperature $n_d=\frac12+\frac1\pi\arctan y$ with $y=|\epsilon_d|/\Gamma=2.5$, and a 3.8\% loss of $\Gamma$ raises this by $0.038\,y/[\pi(1+y^2)]=0.004$. The origin of the remaining difference was not examined.

The parameters are rough values for such dots. A sheet density of $3\times10^{11}$ cm$^{-2}$ and a mass of $0.067\,m_e$ give a Fermi energy $\pi\hbar^2n_s/m=10.7$ meV, which motivates $D$. Real leads have a band bottom but no matching upper edge. Moving the upper edge to $2D$ shifts the level by $-(\Gamma/\pi)\ln2=-0.066$ meV, about a fifth of $\Gamma$. This shift alone would raise the wide-band occupation by about 0.01. The added band states also take up some empty dot weight, so the occupation integral with the new edge rises by only about 0.005, still more than the discretization error. Tunnel barriers also make the hybridization depend on energy. As a mild example, a linear change of 30\% from band center to edge produces a first site energy of 1.0 meV. The ratio of site energy to hopping falls from 0.18 at $n=0$ to 0.010 at $n=10$ and 0.0005 at $n=20$, so this asymmetry is felt mainly near the dot. Real barriers can be much steeper. For a rectangular barrier 20 nm wide whose top lies 5 meV above the Fermi level, with the mass and Fermi energy given above, the transmission grows about eightfold from the Fermi level to 10 meV above it, and drops to about 1\% of its Fermi-level value 10 meV below, close to the band bottom, where the figure is sensitive to the Fermi energy. The flat band then describes the hybridization only close to the Fermi level. Formula (\ref{wilson}) does not cover such a case, and a chain that represents the actual hybridization over the whole band has to be generated numerically. How much this changes a result depends on the observable. The model also keeps a single dot level. The mean level spacing $2\hbar^2/(mR^2)$ of a circular dot is about 0.9 meV for $R=50$ nm and 0.4 meV for $R=75$ nm, comparable with $\Gamma$ and the level depth and far below $D$, so other levels lie inside the band and are neglected here. The occupation also omits the charging energy. For $U=1.5$ meV the Hartree shift at the above occupation is $1.5\times0.886=1.33$ meV, larger than both $\Gamma$ and the depth of the level. The value 0.886 therefore tests the bath and does not predict the filling of an interacting dot. The hoppings remain valid for that problem, since $U$ acts on the dot alone.

\section*{Computed values}
\begin{verbatim}
Lambda = 2, hoppings = 40, intervals per sign = 140
working precision = 170 decimal digits
max relative error, Lambda=2: 2.79e-37
max relative error, Lambda=1.5, 20 hoppings: 1.49e-20
max relative error, Lambda=3, 20 hoppings: 1.31e-53
half bandwidth D = 10.0 meV
n, Lanczos t_n (meV), t_n Lambda^(n/2) / [D(1+1/Lambda)/2]:
   0  5.669467e+00  0.755928946
   1  4.320138e+00  0.814613080
   2  3.346853e+00  0.892494030
   3  2.498131e+00  0.942104181
   5  1.305508e+00  0.984675516
  10  2.342606e-01  0.999512017
  20  7.324215e-03  0.999999523
  30  2.288818e-04  1.000000000
  39  1.011524e-05  1.000000000
deficit / Lambda^-(n+1) at n=30: 0.999999999
K=30 error of ln t_10: 1.10657e-08, law 1.10657e-08
K=30 error of ln t_11: -2.21207e-08, law -2.21207e-08
53 bits: 1% error first at n=15, estimate n=14
106 bits: 1% error first at n=20, estimate n=20
212 bits: 1% error first at n=29, estimate n=29
plain 53-bit t_20 / exact t_20 = 4.813e+02
digits lost over 40 hoppings (estimate) = 117.7
double with reorthogonalization, max rel. error = 6.7e-16
linear mesh t_19/D = 0.500150, Legendre 0.500156
A_Lambda = 1.039721, 1/A_Lambda = 0.961797
mesh-averaged weight / flat weight = 0.961788
sheet density = 3.0e+11 cm^-2, mass = 0.067 m_e
Fermi energy from these = 10.72 meV
Gamma = 0.3 meV, dot level = -0.75 meV
T = 50 mK, k_B T = 0.00431 meV
first n with t_n < k_B T: 22
dot-chain coupling V0 = 1.38198 meV
V0 with A_Lambda = 1.40916 meV
occupation per spin, U=0, continuum = 0.885607
occupation per spin, U=0, plain chain = 0.889188
occupation per spin, U=0, chain with A_Lambda = 0.885145
neglected U = 1.5 meV, Hartree shift U*n = 1.328 meV
level shift if upper band edge is 2D = -0.0662 meV
hybridization slope: relative change 0.3 from center to edge
  site energy 0 = 1.0000 meV
  |site energy| / hopping at n=0: 1.792e-01
  |site energy| / hopping at n=10: 1.047e-02
  |site energy| / hopping at n=20: 4.908e-04
\end{verbatim}
